# Photoionisation cross-section of an electron bound to a short-range defect: a numerical check

```python
# Photoionisation of a defect level in one parabolic band, Hartree atomic units.
# m effective mass, n refractive index, E binding energy, w photon energy,
# kappa^2 = 2mE, k^2 = 2m(w-E), alpha fine-structure constant, local-field factor 1.
# Definition: sigma = 4 pi^2 alpha w R^2/(3n), R = int u1 r u0 dr, u1 energy normalised p wave.
# Under test:
#  zero range  sigma_L = 16 pi alpha/(3 n m) sqrt(E) (w-E)^(3/2)/w^3, maximum at w = 2E
#  hydrogenic  sigma_H = 2^9 pi^2 alpha a^2/(3n) (E/w)^4 exp(-4 nu atan(1/nu))/(1-exp(-2 pi nu)),
#              a = eps/m = 1/kappa, nu = 1/(k a); finite at w = E owing to the final-state 1/r tail.
import numpy as np, sympy as sp, mpmath as mp
from scipy import constants as C
from scipy.integrate import quad, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh_tridiagonal, solve
from scipy.optimize import brentq, minimize_scalar
from scipy.special import spherical_jn, spherical_yn, jv, eval_genlaguerre

pi, alpha = np.pi, C.fine_structure
Eh = C.physical_constants['Hartree energy'][0]
a0 = C.physical_constants['Bohr radius'][0]
eV, cm2 = Eh / C.e, (100 * a0) ** 2
m, n, E = 0.25, 3.0, 0.02
kap = np.sqrt(2 * m * E)
eps = n * n
aD = eps / m
ED = 1 / (2 * m * aD ** 2)
def close(x, y, tol): return abs(x / y - 1) < tol
def show(label, val, unit=''): print(f"{label} = {val:.5g} {unit}")
def Q(f, lo, hi): return quad(f, lo, hi, limit=500, epsabs=0, epsrel=1e-10)[0]
def sig_def(w, R): return 4 * pi ** 2 * alpha * w * R ** 2 / (3 * n)
def sig_L(w): return 16 * pi * alpha / (3 * n * m) * np.sqrt(E) * (w - E) ** 1.5 / w ** 3
def sig_H(w, B):
    x = np.sqrt(max(w / B - 1, 0.0))
    g = np.exp(-4.0) if x < 1e-9 else np.exp(-4 * np.arctan(x) / x) / (-np.expm1(-2 * pi / x))
    return 512 * pi ** 2 * alpha / (3 * n * 2 * m * B) * (B / w) ** 4 * g
rj = lambda x: x * spherical_jn(1, x)
ry = lambda x: x * spherical_yn(1, x)
drj = lambda x: spherical_jn(1, x) + x * spherical_jn(1, x, True)
dry = lambda x: spherical_yn(1, x) + x * spherical_yn(1, x, True)
def match(k, r, u, du):
    return solve([[rj(k * r), ry(k * r)], [k * drj(k * r), k * dry(k * r)]], [u, du])
u_zero = lambda r: np.sqrt(2 * kap) * np.exp(-kap * r)

# Fourier transform, velocity form, length form and the SI prefactor
for k in (0.4 * kap, kap, 2.5 * kap):
    w = E + k * k / (2 * m)
    phi = Q(lambda r: u_zero(r) * np.sin(k * r) / k, 0, 50 / kap) / (np.sqrt(2) * pi)
    assert close(phi, np.sqrt(kap) / (pi * (k * k + kap * kap)), 1e-8)
    assert close(4 * pi ** 2 * alpha / (n * m * w) * 4 * pi * k ** 3 / 3 * phi ** 2, sig_L(w), 1e-8)
    R = np.sqrt(2 * m / (pi * k)) * Q(lambda r: rj(k * r) * r * u_zero(r), 0, 50 / kap)
    assert close(sig_def(w, R), sig_L(w), 1e-8)
    si = pi * C.e ** 2 * (w * Eh / C.hbar) * (R * R / 3 * a0 ** 2 / Eh) / (n * C.epsilon_0 * C.c)
    assert close(si, sig_L(w) * a0 ** 2, 1e-7)

# Box spectrum by finite differences (error of order (kh)^2), no continuum normalisation used
h = 0.01 / kap
r = h * np.arange(1, 6000)
ev, vec = eigh_tridiagonal(1 / (m * h * h) + 1 / (m * r * r), -np.ones(len(r) - 1) / (2 * m * h * h),
                           select='i', select_range=(0, 99))
dip = np.sqrt(h) * (vec.T @ (r * u_zero(r))) / np.sqrt(3)
box_err = max(abs(4 * pi ** 2 * alpha * (E + ev[j]) / n * dip[j] ** 2 * 2 / (ev[j + 1] - ev[j - 1])
                  / sig_L(E + ev[j]) - 1) for j in range(5, 46))
assert box_err < 1e-3

# Time propagation in a weak ramped field: absorbed power over intensity n c F^2/(8 pi)
w2, F = 2 * E, 0.003 * 2 * E * kap
T = 2 * pi / w2
def tdse(t, c):
    f = F * np.cos(w2 * t) * np.sin(pi * min(t / (3 * T), 1) / 2) ** 2
    return -1j * np.concatenate(([f * (dip @ c[1:])], (E + ev) * c[1:] + f * dip * c[0]))
c0 = np.zeros(101, complex); c0[0] = 1
sol = solve_ivp(tdse, (0, 10 * T), c0, t_eval=[5 * T, 10 * T], method='DOP853', rtol=1e-9, atol=1e-12)
P = np.sum(abs(sol.y[1:]) ** 2, axis=0)
sig_td = w2 * (P[1] - P[0]) / (5 * T) / (n * F * F / (8 * pi * alpha))
assert close(sig_td, sig_L(w2), 1e-2)   # residual switching transients

# Finite square well of radius b at fixed E, true s bound state and true p scattering state
def sig_well(w, b):
    K = brentq(lambda y: y * np.cos(y) + kap * b * np.sin(y), pi / 2, pi, xtol=1e-15) / b
    k = np.sqrt(2 * m * (w - E)); q = np.sqrt(k * k + K * K + kap * kap)
    out = lambda r: np.sin(K * b) * np.exp(-kap * (r - b))
    norm = Q(lambda r: np.sin(K * r) ** 2, 0, b) + Q(lambda r: out(r) ** 2, b, b + 50 / kap)
    A, B = match(k, b, rj(q * b), q * drj(q * b))
    R = Q(lambda r: rj(q * r) * r * np.sin(K * r), 0, b) \
        + Q(lambda r: (A * rj(k * r) + B * ry(k * r)) * r * out(r), b, b + 50 / kap)
    return sig_def(w, R * np.sqrt(2 * m / (pi * k) / norm) / np.hypot(A, B))
well = {x: sig_well(2 * E, x / kap) / sig_L(2 * E) for x in (0.1, 0.03, 0.01)}
for x, v in well.items():
    assert abs((v - 1) / x - 1) < x
peak = {x: minimize_scalar(lambda y: -sig_well(y * E, x / kap), bounds=(1.5, 3), method='bounded',
                           options={'xatol': 1e-7}).x for x in (0.1, 0.01)}
assert abs(peak[0.01] - 2) < 1e-3 and abs(peak[0.1] - 2) < 2e-2

# Shape, peak value, half maxima, tail and sum rule
s = sp.symbols('s', positive=True)
shape = s ** 3 / (1 + s ** 2) ** 3
assert sp.solve(sp.diff(shape, s), s) == [1]
assert sp.limit(shape * (1 + s ** 2) ** sp.Rational(3, 2), s, sp.oo) == 1
sLmax = 2 * pi * alpha / (3 * n * m * E)
assert close(sig_well(peak[0.01] * E, 0.01 / kap), sLmax, 1.1e-2)
lo = brentq(lambda y: sig_L(y * E) - sLmax / 2, 1.001, 2)
hi = brentq(lambda y: sig_L(y * E) - sLmax / 2, 2, 50)
assert close((lo - 1) * (hi - 1), 1, 1e-8)
assert close(2 * np.sqrt(lo - 1) / lo, 2 ** (-1 / 3), 1e-8)
trk = 2 * pi ** 2 * alpha / (n * m)
fL = Q(lambda t: sig_L(E * (1 + t * t)) * 2 * E * t, 0, np.inf) / trk
assert close(fL, 1, 1e-7)

# Radial equation for the p wave; returns R and N, where u1 = N r^2 near the origin.
# Range L of the tail -exp(-r/L)/(m a r): None free, inf Coulomb (WKB amplitude at Rmax).
def p_wave(k, a, L, u0, Rmax):
    U = (lambda r: 0.0) if L is None else (lambda r: -2 * np.exp(-r / L) / (a * r))
    c1 = 0.0 if L is None else -0.5 / a
    r0 = 1e-3 * a
    y0 = [(r0 / a) ** 2 * (1 + c1 * r0), (2 * r0 + 3 * c1 * r0 ** 2) / a ** 2, 0.0]
    f = lambda r, y: [y[1], (2 / r ** 2 + U(r) - k * k) * y[0], y[0] * r * float(u0(r))]
    u, du, D = solve_ivp(f, (r0, Rmax), y0, method='DOP853', rtol=1e-10, atol=1e-14).y[:, -1]
    if L == np.inf:
        q = np.sqrt(k * k + 2 / (a * Rmax) - 2 / Rmax ** 2)
        dq = (-2 / (a * Rmax ** 2) + 4 / Rmax ** 3) / (2 * q)
        N = np.sqrt(2 * m / pi / (q * u * u + (du + dq * u / (2 * q)) ** 2 / q))
    else:
        N = np.sqrt(2 * m / (pi * k)) / np.hypot(*match(k, Rmax, u, du))
    return N * D, N / a ** 2
u_1s = lambda r: 2 * r * np.exp(-r / aD) / aD ** 1.5
ode = {}
for x, Rm in ((0.0, 2000), (0.3, 1000), (1.0, 300), (3.0, 100)):
    k = x / aD; w = ED * (1 + x * x)
    R, N = p_wave(k, aD, np.inf, u_1s, Rm * aD)
    ode[x] = sig_def(w, R)
    assert close(ode[x], sig_H(w, ED), 3e-4)   # WKB amplitude error about a/(10 Rmax)
    if x > 0:
        C1 = np.sqrt(2 * pi / x * (1 + x ** -2) / (9 * -np.expm1(-2 * pi / x)))
        assert close(N, np.sqrt(2 * m / (pi * k)) * C1 * k * k, 3e-4)
kk = mp.mpf('0.7')
I4 = mp.quad(lambda r: r ** 4 * mp.exp(-(1 + 1j * kk) * r) * mp.hyp1f1(2 + 1j / kk, 4, 2j * kk * r),
             mp.linspace(0, 50, 11), method='gauss-legendre')
assert abs(I4 / (12 * mp.exp(-2 * mp.atan(kk) / kk) / (1 + kk ** 2) ** 3) - 1) < 1e-8
sHth = 256 * pi ** 2 * alpha / (3 * np.e ** 4 * n * m * ED)
u_k0 = lambda r: np.sqrt(2 * m * r) * jv(3, np.sqrt(8 * r / aD))
assert close(sig_def(ED, Q(lambda r: u_k0(r) * r * u_1s(r), 0, 50 * aD)), sHth, 1e-8)
slope = (sig_H(ED * (1 + 1e-6), ED) / sHth - 1) / 1e-6
assert abs(slope + 8 / 3) < 1e-4
assert np.all(np.diff([sig_H(ED * (1 + t), ED) for t in np.logspace(-5, 5, 300)]) < 0)
x = 1000.0; k = x / aD; w = ED * (1 + x * x)
phi1s = 2 * np.sqrt(2) * aD ** -2.5 / (pi * (k * k + aD ** -2) ** 2)
born = 4 * pi ** 2 * alpha / (n * m * w) * 4 * pi * k ** 3 / 3 * phi1s ** 2
assert abs(sig_H(w, ED) / born - 1 + pi / x) < 2e-5
assert close(born, 256 * pi * alpha * aD ** 2 / (3 * n) * (ED / w) ** 3.5, 1e-5)

# Cause of the finite threshold: exponent d ln sigma / d ln (w - E) for swapped ingredients
def exponent(L, u0, B, Rm):
    v = [sig_def(B + (x / aD) ** 2 / (2 * m), p_wave(x / aD, aD, L, u0, Rm * aD)[0]) for x in (0.002, 0.004)]
    return np.log(v[1] / v[0]) / np.log(4)
h = 0.005 * aD
r = h * np.arange(1, 8000)
eY, vY = eigh_tridiagonal(1 / (m * h * h) - np.exp(-r / (2 * aD)) / (m * aD * r),
                          -np.ones(len(r) - 1) / (2 * m * h * h), select='i', select_range=(0, 0))
uY = CubicSpline(np.r_[0, r, r[-1] + h], np.r_[0, vY[:, 0] / np.sqrt(h), 0])
ex_free, ex_scr = exponent(None, u_1s, ED, 40), exponent(2 * aD, uY, -eY[0], 40)
ex_coul, ex_deep = exponent(np.inf, u_1s, ED, 2000), exponent(np.inf, u_zero, E, 2000)
assert abs(ex_free - 1.5) < 1e-2 and abs(ex_scr - 1.5) < 1e-2
assert abs(ex_coul) < 1e-3 and abs(ex_deep) < 1e-3
deep0 = sig_def(E, Q(lambda r: u_k0(r) * r * u_zero(r), 0, 50 / kap))
assert close(sig_def(E, p_wave(0.0, aD, np.inf, u_zero, 2000 * aD)[0]), deep0, 3e-4)
deep2 = sig_def(2 * E, p_wave(kap, aD, np.inf, u_zero, 100 * aD)[0])

# Rydberg series (a = 1) and the sum rule
n3f = lambda p: 256 / 3 * (1 - p ** -2.0) ** -4 * np.exp(-4 * p * np.arctanh(1.0 / p))
fq = {}
for p in (2, 5, 10):
    u = lambda r: r * r * np.exp(-r / p) * eval_genlaguerre(p - 2, 3, 2 * r / p)
    fq[p] = (1 - p ** -2.0) / 3 * Q(lambda r: u(r) * 2 * r * r * np.exp(-r), 0, 60) ** 2 \
        / Q(lambda r: u(r) ** 2, 0, 6 * p * p + 40)
    assert close(p ** 3 * fq[p], n3f(p), 1e-7)
dfdw = 2 * ED * ode[0.0] / trk
assert close(n3f(1000.0), dfdw, 3e-4)
ps = np.arange(2.0, 20001.0)
f_bound = np.sum(n3f(ps) / ps ** 3) + n3f(2e4) / (2 * 20000.5 ** 2)
f_cont = Q(lambda t: sig_H(ED * (1 + t * t), ED) * 2 * ED * t, 0, np.inf) / trk
assert abs(f_bound + f_cont - 1) < 1e-7

print(f"alpha = {alpha:.8g}, hartree = {eV:.6g} eV, bohr^2 = {cm2:.6g} cm^2")
print(f"model: m = {m} m_e, n = {n}, E = {E} Ha = {E * eV:.4g} eV")
show("kappa", kap, "1/bohr"); show("decay length 1/kappa", 1 / kap, "bohr")
show("prefactor 16 pi alpha/(3 n m)", 16 * pi * alpha / (3 * n * m), "bohr^2 Ha")
show("unit alpha/(n m E)", alpha / (n * m * E), "bohr^2")
print(f"peak photon energy 2E = {2 * E:.4g} Ha = {2 * E * eV:.4g} eV")
show("S at 2E", sig_L(2 * E) * n / (4 * pi ** 2 * alpha * 2 * E), "bohr^2/Ha")
print(f"sigma_L max = {sLmax:.5g} bohr^2 = {sLmax * cm2:.4g} cm^2")
print(f"half maxima at w/E = {lo:.5g} and {hi:.5g}")
for y in (1.0, 1.1, 1.5, 2.0, 3.0, 5.0, 10.0):
    print(f"w/E = {y}: sigma_L = {sig_L(y * E):.5g}, sigma_H(same E) = {sig_H(y * E, E):.5g} bohr^2")
show("crossing sigma_L = sigma_H(same E) at w/E", brentq(lambda y: sig_L(y * E) - sig_H(y * E, E), 1.2, 5))
show("box spectrum, largest relative deviation", box_err)
show("time propagation sigma(2E)", sig_td, "bohr^2")
for x, v in well.items():
    print(f"well kappa b = {x} (b = {x / kap:.3g} bohr): sigma/sigma_L at 2E = {v:.6f}")
for x, v in peak.items():
    print(f"well kappa b = {x}: peak at w/E = {v:.4f}")
show("sum rule 2 pi^2 alpha/(n m)", trk, "bohr^2 Ha"); show("zero-range continuum strength", fL)
show("sigma_L max n m E/alpha", sLmax * n * m * E / alpha)
show("sigma_H threshold n m E/alpha", sHth * n * m * ED / alpha)
show("threshold_H/max_L at equal E", sig_H(E, E) / sLmax)
print(f"shallow donor: eps = {eps:.3g}, a = {aD:.4g} bohr, E = {ED:.5g} Ha = {1e3 * ED * eV:.4g} meV")
print(f"donor threshold sigma = {sHth:.5g} bohr^2 = {sHth * cm2:.4g} cm^2")
for x, v in ode.items():
    print(f"donor ka = {x}: radial eq. {v:.5g}, formula {sig_H(ED * (1 + x * x), ED):.5g} bohr^2")
show("donor threshold slope dln(sigma)/d(w/E)", slope)
show("sigma_H/plane-wave velocity form at ka = 1000", sig_H(w, ED) / born)
show("I4 at ka = 0.7", float(I4.real))
show("binding, Coulomb screened at 2a", -eY[0], "Ha")
print(f"threshold exponent: 1s+free {ex_free:.4f}, screened {ex_scr:.4f}")
print(f"threshold exponent: 1s+Coulomb {ex_coul:.4f}, zero-range+Coulomb {ex_deep:.4f}")
print(f"deep level, Coulomb final wave: threshold {deep0:.5g} bohr^2 = {deep0 * cm2:.4g} cm^2")
show("deep level, Coulomb final wave: sigma(2E)", deep2, "bohr^2")
for p, v in fq.items():
    print(f"f(1s-{p}p) = {v:.6g}, n^3 f = {p ** 3 * v:.5g}")
show("threshold df/dw times 2E (radial eq.)", dfdw); show("256/(3 e^4)", 256 / (3 * np.e ** 4))
print(f"hydrogenic strength: bound {f_bound:.5f}, continuum {f_cont:.5f}")
print("all assertions hold")
```

Printed output:

```
alpha = 0.0072973526, hartree = 27.2114 eV, bohr^2 = 2.80029e-17 cm^2
model: m = 0.25 m_e, n = 3.0, E = 0.02 Ha = 0.5442 eV
kappa = 0.1 1/bohr
decay length 1/kappa = 10 bohr
prefactor 16 pi alpha/(3 n m) = 0.16302 bohr^2 Ha
unit alpha/(n m E) = 0.48649 bohr^2
peak photon energy 2E = 0.04 Ha = 1.088 eV
S at 2E = 265.26 bohr^2/Ha
sigma_L max = 1.0189 bohr^2 = 2.853e-17 cm^2
half maxima at w/E = 1.2435 and 5.1061
w/E = 1.0: sigma_L = 0, sigma_H(same E) = 7.5044 bohr^2
w/E = 1.1: sigma_L = 0.19366, sigma_H(same E) = 5.8131 bohr^2
w/E = 1.5: sigma_L = 0.85389, sigma_H(same E) = 2.4895 bohr^2
w/E = 2.0: sigma_L = 1.0189, sigma_H(same E) = 1.1087 bohr^2
w/E = 3.0: sigma_L = 0.85389, sigma_H(same E) = 0.34329 bohr^2
w/E = 5.0: sigma_L = 0.52168, sigma_H(same E) = 0.074841 bohr^2
w/E = 10.0: sigma_L = 0.22008, sigma_H(same E) = 0.0088368 bohr^2
crossing sigma_L = sigma_H(same E) at w/E = 2.0611 
box spectrum, largest relative deviation = 6.3513e-06 
time propagation sigma(2E) = 1.0189 bohr^2
well kappa b = 0.1 (b = 1 bohr): sigma/sigma_L at 2E = 1.106542
well kappa b = 0.03 (b = 0.3 bohr): sigma/sigma_L at 2E = 1.030550
well kappa b = 0.01 (b = 0.1 bohr): sigma/sigma_L at 2E = 1.010060
well kappa b = 0.1: peak at w/E = 2.0003
well kappa b = 0.01: peak at w/E = 2.0000
sum rule 2 pi^2 alpha/(n m) = 0.19206 bohr^2 Ha
zero-range continuum strength = 1 
sigma_L max n m E/alpha = 2.0944 
sigma_H threshold n m E/alpha = 15.426 
threshold_H/max_L at equal E = 7.3652 
shallow donor: eps = 9, a = 36 bohr, E = 0.0015432 Ha = 41.99 meV
donor threshold sigma = 97.257 bohr^2 = 2.723e-15 cm^2
donor ka = 0.0: radial eq. 97.259, formula 97.257 bohr^2
donor ka = 0.3: radial eq. 77.212, formula 77.212 bohr^2
donor ka = 1.0: radial eq. 14.369, formula 14.369 bohr^2
donor ka = 3.0: radial eq. 0.11452, formula 0.11452 bohr^2
donor threshold slope dln(sigma)/d(w/E) = -2.6667 
sigma_H/plane-wave velocity form at ka = 1000 = 0.99687 
I4 at ka = 0.7 = 0.63359 
binding, Coulomb screened at 2a = 0.00045714 Ha
threshold exponent: 1s+free 1.5000, screened 1.5000
threshold exponent: 1s+Coulomb -0.0000, zero-range+Coulomb 0.0000
deep level, Coulomb final wave: threshold 0.36136 bohr^2 = 1.012e-17 cm^2
deep level, Coulomb final wave: sigma(2E) = 0.96967 bohr^2
f(1s-2p) = 0.416197, n^3 f = 3.3296
f(1s-5p) = 0.0139383, n^3 f = 1.7423
f(1s-10p) = 0.00160537, n^3 f = 1.6054
threshold df/dw times 2E (radial eq.) = 1.563 
256/(3 e^4) = 1.5629 
hydrogenic strength: bound 0.56500, continuum 0.43500
all assertions hold
```
